# Field-Induced Needle Nucleation and the Inverse-Field Barrier in Threshold Switching, part 1

(Sections cited here and not found follow in the second part.)

## I. From the needle's free energy to the barrier

### The result

A conducting nucleus in a poorly conducting glass lowers its electrostatic energy in an applied field by growing along the field, but it must pay for its surface. Let the nucleus be a needle of fixed radius $R$ and variable length $h$, and let its free energy, measured from the state without a nucleus, be

$$F(h)=Ah-BE^2h^3, \tag{1}$$

where $E$ is the applied field. If $A$ and $B$ are positive and independent of $h$ and $E$, the needle must pass a critical length $h_*$ and a barrier $W$ given by

$$h_*=\frac{1}{E}\sqrt{\frac{A}{3B}},\qquad W=\frac{2A^{3/2}}{3\sqrt{3B}}\,\frac1E . \tag{2}$$

The barrier is inversely proportional to the field. For an actual needle $B$ contains a logarithm of $h/R$, so (2) is an approximation whose error can be calculated. This first half derives (1), with expressions for $A$ and $B$, and then (2). The second half treats the logarithm, a numerical example and the limits of the model.

### Assumptions and geometry

The needle is a prolate spheroid with its long axis $z$ along the field. Its semi-axes are $a=h/2$ along $z$ and $R$ across, with $h\gg R$. It lies in a medium of permittivity $\varepsilon$, far from the electrodes, in a field that would be uniform without it. It conducts well enough to be an equipotential, while conduction in the surrounding glass is ignored. The electrodes are held at fixed potentials.

The interface between needle and glass costs an energy $s$ per area. Converting glass to the conducting phase changes the free energy by $g$ per volume. If the new phase is the more stable one, $g<0$. The radius $R$ is an input. Its role is discussed at the end of this half.

The radius of the needle at height $z$ is

$$\rho(z)=R\sqrt{1-z^2/a^2}. \tag{3}$$

Its volume follows by adding discs:

$$V=\pi R^2\int_{-a}^{a}\left(1-\frac{z^2}{a^2}\right)dz=\frac{4\pi}{3}aR^2=\frac{2\pi}{3}R^2h . \tag{4}$$

For the surface area $S$ we need $\rho\sqrt{1+\rho'^2}$. From (3), $\rho\rho'=-R^2z/a^2$, so

$$\rho^2(1+\rho'^2)=R^2\left(1-\frac{z^2}{a^2}\right)+\frac{R^4z^2}{a^4}=R^2\left(1-\frac{e^2z^2}{a^2}\right),\qquad e^2=1-\frac{R^2}{a^2}. \tag{5}$$

With $z=au$ the area is

$$S=4\pi Ra\int_0^1\sqrt{1-e^2u^2}\,du=2\pi R^2+2\pi Ra\,\frac{\arcsin e}{e}. \tag{6}$$

The integral was evaluated from $\int\sqrt{1-e^2u^2}\,du=\tfrac12\left[u\sqrt{1-e^2u^2}+e^{-1}\arcsin(eu)\right]$, together with $\sqrt{1-e^2}=R/a$. For a slender needle $\arcsin e\approx\pi/2-R/a$ and $1/e\approx1$. The second term of (6) becomes $\pi^2Ra-2\pi R^2$, and its last part cancels the first term. Hence

$$S\approx\pi^2Ra=\frac{\pi^2}{2}Rh, \tag{7}$$

with no term independent of $h$ at order $R^2$. A cylinder with flat ends would have such a term, $2\pi R^2s$ in the energy, and its barrier would carry a constant offset in addition to the part varying as $1/E$.

The energy without field is $sS+gV$. By (4) and (7) it equals $Ah$, with

$$A=\frac{\pi^2}{2}Rs+\frac{2\pi}{3}R^2g . \tag{8}$$

Here $A$ is the cost of lengthening the needle by one unit of length at fixed $R$. When $g<0$, it is positive provided $R<3\pi s/(4|g|)$. A thicker needle, once formed, gains more from added volume than it pays for added surface, and it lengthens without a further barrier even in zero field.

### Electrostatic energy at fixed electrode potentials

Let the electrodes have potentials $V_k$ and charges $Q_k$. When their potentials are fixed, the batteries do work, and the quantity to be minimized is the electrostatic energy minus $\sum_kV_kQ_k$. Denote it by $\Omega$. If the needle carries charge elements $dq$ and the total potential is $\phi$, then

$$\Omega=\frac12\sum_kV_kQ_k+\frac12\int\phi\,dq-\sum_kV_kQ_k=-\frac12\sum_kV_kQ_k+\frac12\int\phi\,dq . \tag{9}$$

Write $\phi=\phi_0+\phi_i$. The first part is the potential without the needle. The second is that of the needle charges with all electrodes grounded, and it induces extra electrode charges $\delta Q_k$. Because the Coulomb interaction is symmetric, the charges of either state multiplied by the potentials of the other give the same sum. The first state has no needle charge and the second has zero electrode potentials, so this sum vanishes:

$$\sum_kV_k\,\delta Q_k+\int\phi_0\,dq=0 . \tag{10}$$

Inserting (10) in (9), and subtracting the value $\Omega_0$ without a needle, gives

$$U\equiv\Omega-\Omega_0=\frac12\int\phi_0\,dq+\frac12\int(\phi_0+\phi_i)\,dq=\int\phi_0\,dq+\frac12\int\phi_i\,dq . \tag{11}$$

The charges on a conductor move until $U$ is least. A small redistribution $\delta(dq)$ with no net charge changes $U$ by $\int(\phi_0+\phi_i)\,\delta(dq)$, since the quadratic term in (11) contributes twice its half. This vanishes for every redistribution if $\phi_0+\phi_i$ is constant on the needle. We set $\phi_0=-Ez$ with $z=0$ at the needle's centre. For a neutral needle the constant is then zero by symmetry. With $\phi_i=-\phi_0$ on the needle, (11) becomes

$$U=\frac12\int\phi_0\,dq=-\frac12pE,\qquad p=\int z\,dq . \tag{12}$$

The factor one half arises because the dipole is induced: the gain $-pE$ is partly spent on the mutual energy $+\tfrac12pE$ of the separated charges.

### The dipole of a conducting needle

We need a charge distribution whose potential cancels $-Ez$ on the spheroid. Try a line charge on the axis between the foci $z=\pm c$, where $c=ea$, with charge per length $\lambda(t)=\beta t$. Far from the electrodes, its potential at distance $\rho$ from the axis is

$$\phi_i=\frac{\beta}{4\pi\varepsilon}\int_{-c}^{c}\frac{t\,dt}{\sqrt{\rho^2+(z-t)^2}} . \tag{13}$$

Write $t=z+(t-z)$ in the numerator. The part $t-z$ integrates to the square root itself. With $r_\pm=\sqrt{\rho^2+(z\pm c)^2}$, the distances from the two foci,

$$\phi_i=\frac{\beta}{4\pi\varepsilon}\left[z\,\ln\frac{r_-+c-z}{r_+-c-z}+r_--r_+\right]. \tag{14}$$

On the spheroid the two distances add up to $2a$. Also $r_+^2-r_-^2=4cz$, so $r_+-r_-=2cz/a=2ez$. Therefore $r_\pm=a\pm ez$, and the argument of the logarithm is

$$\frac{a-ez+ea-z}{a+ez-ea-z}=\frac{(1+e)(a-z)}{(1-e)(a-z)}=\frac{1+e}{1-e}. \tag{15}$$

It doesn't depend on position along the surface. Since $\ln[(1+e)/(1-e)]=2\,\mathrm{artanh}\,e$, the surface potential is

$$\phi_i=\frac{\beta z}{2\pi\varepsilon}\left(\mathrm{artanh}\,e-e\right). \tag{16}$$

This is proportional to $z$, as required. Setting it equal to $Ez$ fixes

$$\beta=\frac{2\pi\varepsilon E}{\mathrm{artanh}\,e-e}. \tag{17}$$

Outside the needle the field of the true surface charge is that of this line charge, because both have the same surface potential and vanish at infinity. Their dipole moments are therefore equal:

$$p=\int_{-c}^{c}\beta t^2\,dt=\frac{2\beta c^3}{3}=\frac{4\pi\varepsilon c^3E}{3(\mathrm{artanh}\,e-e)} . \tag{18}$$

It is useful to write this as

$$p=\frac{\varepsilon VE}{n},\qquad n=\frac{1-e^2}{e^3}\left(\mathrm{artanh}\,e-e\right), \tag{19}$$

which follows from (18) with $V=4\pi aR^2/3$, $R^2=a^2(1-e^2)$ and $c=ea$. The number $n$ is the depolarization factor. It is small for a long needle, whose dipole is consequently far larger than that of a compact body of the same volume.

### The slender limit and the coefficient B

For $h\gg R$ we have $1-e^2=R^2/a^2=(2R/h)^2$, and

$$\mathrm{artanh}\,e=\frac12\ln\frac{(1+e)^2}{1-e^2}=\ln\frac{(1+e)a}{R}\approx\ln\frac{2a}{R}=\ln\frac hR . \tag{20}$$

With $e\approx1$ elsewhere,

$$n\approx\left(\frac{2R}{h}\right)^2L,\qquad L=\ln\frac hR-1 . \tag{21}$$

Combining (4), (12), (19) and (21),

$$U=-\frac{\varepsilon VE^2}{2n}=-\frac{\varepsilon E^2}{2}\,\frac{2\pi R^2h}{3}\,\frac{h^2}{4R^2L}=-\frac{\pi\varepsilon}{12L}E^2h^3 . \tag{22}$$

Thus

$$B=\frac{\pi\varepsilon}{12L}. \tag{23}$$

The radius has cancelled except in the logarithm. The field energy is that of a region of size $h$, because the needle disturbs the field over a distance comparable with its length. One power of $h$ comes from the volume and two from $1/n$. Equations (8) and (23) give the free energy (1), with $B$ treated as constant over the range of lengths that matters.

### The barrier

Differentiate (1) at fixed $E$ and $R$:

$$F'(h)=A-3BE^2h^2 . \tag{24}$$

For $A>0$ the derivative is positive at small $h$ and vanishes at one positive length, the $h_*$ of (2). There $F''=-6BE^2h_*<0$, so this is a maximum. Using $BE^2h_*^2=A/3$,

$$W=Ah_*-\left(BE^2h_*^2\right)h_*=Ah_*-\frac A3h_*=\frac23Ah_* . \tag{25}$$

Substituting $h_*$ gives the barrier in (2). The field energy at the top has magnitude $Ah_*/3=W/2$. In a numerical test the maximum of (1) was located directly at 0.1, 0.5 and 2.0 MV/cm, and its height agreed with (2) to within one part in $10^8$.

The inverse law can also be seen by scaling. Put $h=x/E$ in (1):

$$F=\frac1E\left(Ax-Bx^3\right). \tag{26}$$

The whole energy profile keeps its shape and shrinks in both length and height as the field rises. A stronger field makes a shorter needle critical, and the cost of a needle is proportional to its length.

The slender formula (1) is not valid near $h\sim R$. This doesn't affect $W$, which is the difference between the energy at $h_*$ and that without a nucleus, provided that $h_*\gg R$ and no higher barrier lies at small $h$.

### Why the radius must be fixed

For small $R$, (8) gives $A\approx\pi^2Rs/2$, while (23) depends on $R$ through a logarithm. At given field the barrier (2) then varies as $R^{3/2}\sqrt L$, where the logarithmic factor $L$ grows slowly as $R$ falls, and it tends to zero with $R$. The continuum theory therefore has no preferred needle radius with a finite barrier. The cutoff must come from the atomic structure: a needle thinner than some minimum is neither a distinct phase nor a conductor. Equation (2) gives the dependence on field at that radius, and the size of the barrier depends strongly on the value assumed.

## II. The logarithm, a worked example and the limits

### Quantities taken from the first half

The needle has length $h=2a$ and fixed radius $R$. Its interface energy is $s$, its bulk free energy per volume is $g$, and the surrounding permittivity is $\varepsilon$. The free energy is $F=Ah-BE^2h^3$, with

$$A=\frac{\pi^2}{2}Rs+\frac{2\pi}{3}R^2g,\qquad B=\frac{\pi\varepsilon}{12L},\qquad L=\ln\frac hR-1 . \tag{27}$$

For constant $B$ the critical length is $h_*=\sqrt{A/(3B)}/E$ and the barrier is $W=2Ah_*/3$. The field energy is $-pE/2$, where the dipole is $p=\varepsilon VE/n$, the volume is $V$, and $n\approx(2R/h)^2L$. To leading order the charge per length along the needle is $\beta z$ with $\beta=2\pi\varepsilon E/L$, measured from its centre.

### What the logarithm does to the inverse law

Let $L$ vary with $h$ and write $C=\pi\varepsilon/12$. Then

$$F=Ah-CE^2\frac{h^3}{L},\qquad \frac{dL}{dh}=\frac1h . \tag{28}$$

The derivative of $h^3/L$ is $3h^2/L-h^2/L^2$. The stationary length therefore satisfies

$$A=CE^2h^2\,\frac{3L-1}{L^2} . \tag{29}$$

The derivative of the logarithm of the right side with respect to $\ln h$ is

$$2+\frac{3}{3L-1}-\frac2L=\frac{6L^2-5L+2}{L(3L-1)} . \tag{30}$$

The quadratic in the numerator has the negative discriminant $25-48$ and is positive. For $L>1/3$ the right side of (29) thus rises steadily from zero, and there is one solution, at which $F'$ changes from positive to negative. It is a maximum. The slender approximation itself requires considerably larger $L$.

Let $u=CE^2h^3/L$ be the magnitude of the field energy at the maximum. Multiplying (29) by $h$ gives $Ah=u(3-1/L)$, so

$$W=Ah-u=u\left(2-\frac1L\right). \tag{31}$$

When $E$ changes, the critical length changes too, but $F'=0$ there, so this motion has no first-order effect on $W$. Only the explicit field dependence contributes: $dW/dE=-2u/E$. Dividing by (31),

$$\frac{d\ln W}{d\ln E}=-\frac{2}{2-1/L}=-\frac{2L}{2L-1} . \tag{32}$$

The barrier falls faster than $1/E$. A stronger field makes the critical needle shorter, which lowers $L$ and raises $B$. The exponent differs from $-1$ by $-1/(2L-1)$, which vanishes for infinitely long needles but decreases slowly, because $L$ is a logarithm.

To use the simple law one chooses a reference field and evaluates $B$ at the critical length that it predicts there. Call this length $h_0$. It satisfies $3CE^2h_0^2/L=A$, and the fixed-$B$ barrier is the value of (28) at $h_0$. At that point the slope of (28) is

$$F'(h_0)=A-A+\frac{CE^2h_0^2}{L^2}=\frac{A}{3L} . \tag{33}$$

The curve is still rising, so the true maximum is higher and lies at greater length. Differentiating once more,

$$F''(h_0)=-CE^2h_0\left(\frac6L-\frac5{L^2}+\frac2{L^3}\right)=-\frac{2A}{h_0}\left(1-\frac5{6L}+\frac1{3L^2}\right). \tag{34}$$

In a quadratic approximation the maximum is displaced by $\delta=F'/|F''|$ and the barrier is raised by $F'\delta/2$. The latter is of second order in $1/L$. The simple law is accurate near its reference field and drifts away on either side, as (32) describes.

For a needle of fixed radius, the barrier varies as $1/E$ when $B$ is constant; the logarithm in $B$ makes it fall somewhat faster, and the simple law stays accurate near its reference field. What remains is a numerical example and the limits of the model, including low fields, contact with an electrode, the needle's conduction and the switching time.
